# Mean Velocity of a Bloch State from the Hellmann-Feynman Theorem: verification in Python

```python
"""
Result under test: the mean velocity of a non-degenerate Bloch state
psi = exp(i k.r) u is the k-gradient of its band energy divided by hbar.

Symbols: a lattice constant, g = 2 pi / a, q = k + G plane-wave vector,
C = hbar^2 / (2 m). Energies are in eV and lengths in angstrom.
Velocities are held as hbar*v in eV angstrom, directly comparable with dE/dk.
The symbolic checks use atomic units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
TO_M_PER_S = const.e * 1e-10 / const.hbar
a = 4.0
g = 2 * np.pi / a


def central_slope(func, h):
    """Fourth-order central difference of func at zero."""
    return (8 * (func(h) - func(-h)) - (func(2 * h) - func(-2 * h))) / (12 * h)


# ---- Operator identities, symbolic, for arbitrary functions f and V ----
x, y, z = r = sp.symbols("x y z", real=True)
k_sym = sp.symbols("k_x k_y k_z", real=True)
f = sp.Function("f")(*r)
V_sym = sp.Function("V")(*r)
phase = sp.exp(sp.I * sum(ki * ri for ki, ri in zip(k_sym, r)))


def apply_H(func):
    return -sum(sp.diff(func, ri, 2) for ri in r) / 2 + V_sym * func


def shifted_p(func, j):
    return -sp.I * sp.diff(func, r[j]) + k_sym[j] * func


transformed = sp.expand(apply_H(phase * f) / phase)
kinetic = sum(shifted_p(shifted_p(f, j), j) for j in range(3)) / 2
assert sp.simplify(sp.expand(transformed - kinetic - V_sym * f)) == 0
for j in range(3):
    w = phase * f
    commutator = sp.I * (apply_H(r[j] * w) - r[j] * apply_H(w))
    difference = sp.diff(transformed, k_sym[j]) - commutator / phase
    assert sp.simplify(sp.expand(difference)) == 0
    assert sp.simplify(sp.expand(commutator + sp.I * sp.diff(w, r[j]))) == 0

# ---- Square-lattice model ----
V10, V11 = -1.0, -0.5


def hamiltonian_2d(k, nmax=5):
    n = np.arange(-nmax, nmax + 1)
    nx, ny = [m.ravel() for m in np.meshgrid(n, n, indexing="ij")]
    dx = abs(nx[:, None] - nx[None, :])
    dy = abs(ny[:, None] - ny[None, :])
    q = np.array([k[0] + g * nx, k[1] + g * ny])
    H = V10 * (dx + dy == 1) + V11 * ((dx == 1) & (dy == 1))
    return H + np.diag(C * (q**2).sum(axis=0)), q


def energies_2d(k, nmax=5):
    return np.linalg.eigvalsh(hamiltonian_2d(k, nmax)[0])[:3]


def current_velocity_2d(k, band):
    """Cell integral of the current, with psi differentiated in real space."""
    H, q = hamiltonian_2d(k)
    coeff = np.linalg.eigh(H)[1][:, band]
    s = np.arange(24) * a / 24
    X, Y = [m.ravel() for m in np.meshgrid(s, s, indexing="ij")]

    def psi(sx, sy):
        waves = np.exp(1j * (np.outer(X + sx, q[0]) + np.outer(Y + sy, q[1])))
        return waves @ coeff / a

    center = psi(0.0, 0.0)
    gradients = [central_slope(lambda h: psi(h, 0.0), 0.005),
                 central_slope(lambda h: psi(0.0, h), 0.005)]
    return np.array([2 * C * a**2 * np.mean((center.conj() * d).imag)
                     for d in gradients])


k2 = np.array([0.40, 0.15]) * g
E2 = energies_2d(k2)
assert np.max(abs(E2 - energies_2d(k2, 7))) < 1e-6
grad2 = np.array([central_slope(lambda h: energies_2d(k2 + h * e), 1e-3)
                  for e in np.eye(2)]).T
vel2 = np.array([current_velocity_2d(k2, b) for b in range(3)])
assert np.max(abs(vel2 - grad2)) < 1e-5
vel_shifted = current_velocity_2d(k2 + np.array([g, 0.0]), 0)
assert np.max(abs(vel_shifted - vel2[0])) < 1e-5

# Change of u alone must alter the energy only at second order.
H0 = hamiltonian_2d(k2)[0]
u0 = np.linalg.eigh(H0)[1][:, 0]


def state_only_shift(step):
    H_new = hamiltonian_2d(k2 + np.array([step, 0.0]))[0]
    u_new = np.linalg.eigh(H_new)[1][:, 0]
    return u_new @ H0 @ u_new - E2[0]


step = 0.002
shift_full, shift_half = state_only_shift(step), state_only_shift(step / 2)
H_step = hamiltonian_2d(k2 + np.array([step, 0.0]))[0]
operator_shift = u0 @ H_step @ u0 - E2[0]
total_shift = energies_2d(k2 + np.array([step, 0.0]))[0] - E2[0]
assert abs(shift_full / shift_half - 4) < 0.05

# ---- One-dimensional models ----
n1 = np.arange(-8, 9)
dn = abs(n1[:, None] - n1[None, :])
V1 = -1.0
k1 = 0.40 * g
D, width = 4.0, 0.6


def solve_1d(k, harmonic=1, strength=0.0):
    """Cosine potential plus an optional separable Gaussian projector."""
    q = k + g * n1
    beta_q = (np.pi * width**2)**-0.25 * width * np.sqrt(2 * np.pi)
    beta_q = beta_q * np.exp(-q**2 * width**2 / 2)
    H = np.diag(C * q**2) + V1 * (dn == harmonic)
    H = H + strength / a * np.outer(beta_q, beta_q)
    E, U = np.linalg.eigh(H)
    return E, U, q


def wave_1d(points, coeff, q):
    return np.exp(1j * np.outer(points, q)) @ coeff / np.sqrt(a)


# Surface term: cell length times the local current at several points.
E1, U1, q1 = solve_1d(k1)
slope1 = central_slope(lambda h: solve_1d(k1 + h)[0][0], 1e-3)
points = np.array([0.0, 0.7, 1.9])
psi1 = wave_1d(points, U1[:, 0], q1)
dpsi1 = central_slope(lambda h: wave_1d(points + h, U1[:, 0], q1), 0.005)
surface = 2 * C * a * (psi1.conj() * dpsi1).imag
assert np.max(abs(surface - slope1)) < 1e-5


# Independent slope: integrate across one cell, cos(k a) = half the trace.
def half_trace(E):
    def rhs(s, w):
        factor = (2 * V1 * np.cos(g * s) - E) / C
        return [w[1], factor * w[0], w[3], factor * w[2]]
    end = solve_ivp(rhs, (0, a), [1, 0, 0, 1], method="DOP853",
                    rtol=1e-11, atol=1e-12).y[:, -1]
    return (end[0] + end[3]) / 2


assert abs(half_trace(E1[0]) - np.cos(k1 * a)) < 1e-7
trace_slope = central_slope(lambda h: half_trace(E1[0] + h), 1e-2)
slope_floquet = -a * np.sin(k1 * a) / trace_slope
assert abs(slope_floquet - slope1) < 1e-5

# Folded bands: true period a/2, described with cell a, cross at k = pi/a.
k_cross = np.pi / a
Ec, Uc, qc = solve_1d(k_cross, harmonic=2)
assert abs(Ec[1] - Ec[0]) < 1e-9
velocity_matrix = Uc[:, :2].T @ np.diag(2 * C * qc) @ Uc[:, :2]
branch_v, branch_mix = np.linalg.eigh(velocity_matrix)
tiny = 1e-5
one_sided = (solve_1d(k_cross + tiny, harmonic=2)[0][:2] - Ec[:2]) / tiny
assert np.max(abs(branch_v - one_sided)) < 1e-3
equal_state = Uc[:, :2] @ branch_mix.sum(axis=1) / np.sqrt(2)
equal_v = 2 * C * np.sum(qc * equal_state**2)
assert abs(equal_v) < 1e-6 and min(abs(branch_v)) > 1

# Non-local potential: commutator part from real-space projector integrals.
En, Un, qn = solve_1d(k1, strength=D)
slope_nl = central_slope(lambda h: solve_1d(k1 + h, strength=D)[0][0], 1e-3)
s = np.linspace(-6, 6, 2401)
ds = s[1] - s[0]
beta = (np.pi * width**2)**-0.25 * np.exp(-s**2 / (2 * width**2))
psi_nl = wave_1d(s, Un[:, 0], qn)
overlap = np.sum(beta * psi_nl) * ds
moment = np.sum(beta * s * psi_nl) * ds
momentum_part = 2 * C * np.sum(qn * Un[:, 0]**2)
commutator_part = -2 * D * (np.conj(overlap) * moment).imag
assert abs(momentum_part + commutator_part - slope_nl) < 1e-5
assert abs(momentum_part - slope_nl) > 0.05

# ---- Output ----
speed = np.linalg.norm(vel2[0])
free = 2 * C * k2


def angle(v):
    return np.degrees(np.arctan2(v[1], v[0]))


print(f"hbar^2/(2m) = {C:.5f} eV angstrom^2")
print(f"lattice constant a = {a:.1f} angstrom")
print(f"2 pi/a = {g:.5f} 1/angstrom")
print("SQUARE LATTICE")
print(f"Fourier component, first shell = {V10:.2f} eV")
print(f"Fourier component, second shell = {V11:.2f} eV")
print(f"k = ({k2[0]:.5f}, {k2[1]:.5f}) 1/angstrom")
for b in range(3):
    print(f"band {b+1}: energy = {E2[b]:.5f} eV")
    print(f"  hbar*v from current = ({vel2[b,0]:.5f}, {vel2[b,1]:.5f})"
          " eV angstrom")
    print(f"  gradient of E = ({grad2[b,0]:.5f}, {grad2[b,1]:.5f})"
          " eV angstrom")
print(f"band 1: hbar*speed = {speed:.5f} eV angstrom")
print(f"band 1: speed = {speed * TO_M_PER_S:.4e} m/s")
print(f"band 1: direction of v from x axis = {angle(vel2[0]):.2f} degrees")
print(f"free electron: hbar*v = ({free[0]:.5f}, {free[1]:.5f}) eV angstrom")
print(f"free electron: speed = {np.linalg.norm(free)*TO_M_PER_S:.4e} m/s")
print(f"direction of k from x axis = {angle(k2):.2f} degrees")
print(f"band 1 at k+(2 pi/a,0): hbar*v = ({vel_shifted[0]:.5f}, "
      f"{vel_shifted[1]:.5f}) eV angstrom")
print("BAND 1, STEP IN k_x")
print(f"step = {step:.4f} 1/angstrom")
print(f"shift, only u changed = {shift_full:.4e} eV")
print(f"shift, only u changed, half step = {shift_half:.4e} eV")
print(f"ratio of these two shifts = {shift_full/shift_half:.4f} (no unit)")
print(f"shift, only H(k) changed = {operator_shift:.4e} eV")
print(f"shift of the band energy = {total_shift:.4e} eV")
print("ONE DIMENSION, LOCAL POTENTIAL")
print(f"Fourier component = {V1:.2f} eV")
print(f"k = {k1:.5f} 1/angstrom")
print(f"lowest energy = {E1[0]:.5f} eV")
print(f"dE/dk, finite difference = {slope1:.5f} eV angstrom")
print(f"dE/dk, integration across cell = {slope_floquet:.5f} eV angstrom")
for p, val in zip(points, surface):
    print(f"hbar*a*j at x = {p:.1f} angstrom: {val:.5f} eV angstrom")
print("FOLDED BANDS, CROSSING AT k = pi/a")
print(f"crossing energy = {Ec[0]:.5f} eV")
print(f"velocity-matrix eigenvalues = {branch_v[0]:.5f}, "
      f"{branch_v[1]:.5f} eV angstrom")
print(f"one-sided slopes = {one_sided[0]:.3f}, {one_sided[1]:.3f}"
      " eV angstrom")
print(f"equal mixture: |hbar*v| = {abs(equal_v):.5f} eV angstrom")
print("ONE DIMENSION, NON-LOCAL POTENTIAL")
print(f"projector strength D = {D:.2f} eV")
print(f"projector width = {width:.2f} angstrom")
print(f"dE/dk = {slope_nl:.5f} eV angstrom")
print(f"momentum part = {momentum_part:.5f} eV angstrom")
print(f"commutator part = {commutator_part:.5f} eV angstrom")
print(f"sum of parts = {momentum_part+commutator_part:.5f} eV angstrom")
print("finished without a failed check")
```

Running it gives:

```
hbar^2/(2m) = 3.80998 eV angstrom^2
lattice constant a = 4.0 angstrom
2 pi/a = 1.57080 1/angstrom
SQUARE LATTICE
Fourier component, first shell = -1.00 eV
Fourier component, second shell = -0.50 eV
k = (0.62832, 0.23562) 1/angstrom
band 1: energy = 0.73769 eV
  hbar*v from current = (2.47151, 1.45096) eV angstrom
  gradient of E = (2.47151, 1.45096) eV angstrom
band 2: energy = 3.81995 eV
  hbar*v from current = (-4.76288, 1.67167) eV angstrom
  gradient of E = (-4.76288, 1.67167) eV angstrom
band 3: energy = 8.00121 eV
  hbar*v from current = (3.09439, -9.63452) eV angstrom
  gradient of E = (3.09439, -9.63452) eV angstrom
band 1: hbar*speed = 2.86595 eV angstrom
band 1: speed = 4.3541e+05 m/s
band 1: direction of v from x axis = 30.42 degrees
free electron: hbar*v = (4.78776, 1.79541) eV angstrom
free electron: speed = 7.7685e+05 m/s
direction of k from x axis = 20.56 degrees
band 1 at k+(2 pi/a,0): hbar*v = (2.47151, 1.45096) eV angstrom
BAND 1, STEP IN k_x
step = 0.0020 1/angstrom
shift, only u changed = 2.9827e-05 eV
shift, only u changed, half step = 7.4222e-06 eV
ratio of these two shifts = 4.0186 (no unit)
shift, only H(k) changed = 4.9583e-03 eV
shift of the band energy = 4.9286e-03 eV
ONE DIMENSION, LOCAL POTENTIAL
Fourier component = -1.00 eV
k = 0.62832 1/angstrom
lowest energy = 1.01641 eV
dE/dk, finite difference = 2.95048 eV angstrom
dE/dk, integration across cell = 2.95048 eV angstrom
hbar*a*j at x = 0.0 angstrom: 2.95048 eV angstrom
hbar*a*j at x = 0.7 angstrom: 2.95048 eV angstrom
hbar*a*j at x = 1.9 angstrom: 2.95048 eV angstrom
FOLDED BANDS, CROSSING AT k = pi/a
crossing energy = 2.27947 eV
velocity-matrix eigenvalues = -5.92511, 5.92511 eV angstrom
one-sided slopes = -5.925, 5.925 eV angstrom
equal mixture: |hbar*v| = 0.00000 eV angstrom
ONE DIMENSION, NON-LOCAL POTENTIAL
projector strength D = 4.00 eV
projector width = 0.60 angstrom
dE/dk = 2.44542 eV angstrom
momentum part = 3.20852 eV angstrom
commutator part = -0.76310 eV angstrom
sum of parts = 2.44542 eV angstrom
finished without a failed check
```
